# Evanescent transport and shot noise through a single Weyl node

**Problem: evanescent transport through one Weyl node**

A single untilted Weyl node has the Hamiltonian $H=\chi\hbar v\,\boldsymbol\sigma\cdot\mathbf k+V(x)$, with chirality $\chi=\pm1$, Pauli matrices $\boldsymbol\sigma$ and $\mathbf k=-i\nabla$. The potential vanishes in the slab $0<x<L$ and equals a constant $V_0$ in the two leads, with abrupt steps. The cross-section is $W\times W$, with periodic or antiperiodic boundary conditions. There is no disorder, no interaction and no scattering to other nodes, and the temperature is zero. At energy $E$ define $\varepsilon=E/\hbar v$, $K=(E-V_0)/\hbar v$ and $q=(k_y^2+k_z^2)^{1/2}$. In linear response to a bias $V_b$, channels with transmission probabilities $T$ give the conductance $G=(e^2/h)\sum T$, the current $I=GV_b$, the shot-noise power $S=2e|V_b|(e^2/h)\sum T(1-T)$ and the Fano factor $F=S/2e|I|$.

(a) Find $T(q)$ for arbitrary $\varepsilon$ and $q<|K|$, and its form at $\varepsilon=0$, $|K|L\to\infty$.

(b) In that limit and for $W\gg L$, find $G$, $F$ and the density of transmission eigenvalues, and compare with one flavour of graphene.

(c) Find how the conductivity $\sigma=GL/W^2$ depends on $L$, and under which order of limits.

(d) Find the corrections to $G$ from finite $KL$, $\varepsilon L$ and $W/L$, and the effect of anisotropic velocities.

(e) Evaluate the results for the model parameters $v=5\times10^5$ m/s, lead Fermi energy 300 meV, $V_b=0.1$ mV and periodic boundaries, with $L=100$ nm, $W=1000$ nm and with $L=200$ nm, $W=2000$ nm. Device units replace atomic units.

**Solution**

**(a) Transmission.** Since $V$ depends on $x$ only, $k_y=q\cos\theta$ and $k_z=q\sin\theta$ are conserved. Because $\sigma_x$ anticommutes with $\sigma_y$ and $\sigma_y\sigma_x=-i\sigma_z$,
$$e^{-i\theta\sigma_x/2}\sigma_ye^{i\theta\sigma_x/2}=\sigma_ye^{i\theta\sigma_x}=\sigma_y\cos\theta+\sigma_z\sin\theta .$$
A constant spin rotation therefore turns $k_y\sigma_y+k_z\sigma_z$ into $q\sigma_y$ and leaves $\sigma_x$ alone. Conjugation with $\sigma_z$ then reverses both $\sigma_x$ and $\sigma_y$ and maps $\chi=-1$ onto $\chi=+1$. So $T$ depends neither on $\theta$ nor on $\chi$, and each channel is the graphene problem $(-i\sigma_x\partial_x+q\sigma_y)\psi=\varepsilon\psi$. Multiplying by $i\sigma_x$ and using $\sigma_x\sigma_y=i\sigma_z$,
$$\psi'=A\psi,\qquad A=i\varepsilon\sigma_x+q\sigma_z ,$$
and in the leads $A_l=iK\sigma_x+q\sigma_z$. The generator is finite everywhere, so $\psi$ is continuous at the steps.

The cross terms in $A^2$ cancel because $\sigma_x$ and $\sigma_z$ anticommute: $A^2=-k^2$ with $k^2=\varepsilon^2-q^2$. Summing even and odd powers of the exponential separately gives the transfer matrix and its inverse,
$$U^{\pm1}=e^{\pm AL}=\cos kL\pm A\,\frac{\sin kL}{k}.$$
Likewise $A_l^2=-p^2$ with $p^2=K^2-q^2>0$. Let $a$ be the eigenvector of $A_l$ that carries current $\hbar v\,\psi^\dagger\sigma_x\psi$ to the right, with eigenvalue $i\lambda$, $\lambda^2=p^2$, and $b$ the left-moving one, with eigenvalue $-i\lambda$. Matching at both steps reads $U(a+rb)=ta$, or $a+rb=tU^{-1}a$. The incoming and outgoing spinors are the same, so $T=|t|^2$.

The matrix $P=\tfrac12(1+A_l/i\lambda)$ obeys $Pa=a$ and $Pb=0$. It is a projector of rank one, so $PXP=\mathrm{tr}(PX)\,P$ for any $X$. Applying $P$ to the matching condition gives $a=t\,PU^{-1}Pa$, hence $1/t=\mathrm{tr}(PU^{-1})$. With $\mathrm{tr}P=1$, $\mathrm{tr}A=0$ and $\mathrm{tr}(A_lA)=2(q^2-\varepsilon K)$,
$$\frac1t=\cos kL-\frac{\sin kL}{k}\,\frac{q^2-\varepsilon K}{i\lambda}=\cos kL-i\,\frac{\sin kL}{k}\,\frac{\varepsilon K-q^2}{\lambda}.$$
Without a step, $\varepsilon=K$ and $\lambda=k$, this is $e^{-ikL}$, as it must be. Both $\cos kL$ and $\sin kL/k$ are real whether $k$ is real or imaginary, so
$$\frac1T=\cos^2kL+\left(\frac{\sin kL}{k}\right)^2\frac{(\varepsilon K-q^2)^2}{K^2-q^2}.$$
At $\varepsilon=0$, $k=iq$, $\cos kL=\cosh qL$ and $\sin kL/k=\sinh qL/q$:
$$\frac1T=\cosh^2qL+\frac{q^2}{K^2-q^2}\sinh^2qL\;\longrightarrow\;T=\frac1{\cosh^2qL}\qquad(|K|L\to\infty).$$
The limit can be read off directly. For $|K|\gg q$ the lead modes are eigenvectors of $\sigma_x$, and the sign of the current selects $a\propto(1,1)$, $b\propto(1,-1)$ for either sign of $K$. With $U=\mathrm{diag}(e^{qL},e^{-qL})$ the matching is $1+r=te^{-qL}$, $1-r=te^{qL}$; the sum gives $t=\mathrm{sech}\,qL$, the difference $r=-\tanh qL$. The limit is thus the same for oppositely doped leads; the finite-$KL$ corrections in (d) hold for equal leads only. All modes with $q\neq0$ are evanescent in the slab, and the current is carried by those with $q$ of order $1/L$: for a wide slab, 87% of it flows at $q<2/L$, by the antiderivative found in (b).

**(b) Conductance and noise.** The allowed momenta are spaced by $2\pi/W$, while $T$ varies on the scale $1/L$. For $W\gg L$, with $x=qL$,
$$\sum\;\to\;W^2\!\int\!\frac{d^2q}{(2\pi)^2}=\frac{1}{2\pi}\left(\frac WL\right)^2\int_0^\infty x\,dx .$$
Let $f=\mathrm{sech}^2x$. The derivative of $x\tanh x-\ln\cosh x$ is $\tanh x+xf-\tanh x=xf$. This antiderivative vanishes at $0$ and tends to $x-(x-\ln2)$ at infinity, so $\int_0^\infty xf\,dx=\ln2$ and
$$G=\frac{e^2}{h}\,\frac{\ln2}{2\pi}\left(\frac WL\right)^2,\qquad\frac{\ln2}{2\pi}=0.110318 .$$
For the noise, $F=1-\sum T^2/\sum T$. From $f'=-2f\tanh x$ follows $f''=4f\tanh^2x-2f^2=4f-6f^2$, that is
$$f^2=\tfrac23f-\tfrac16f''.$$
Integration by parts gives $\int_0^\infty xf''dx=[xf'-f]_0^\infty=1$, so $\int_0^\infty xf^2dx=\tfrac23\ln2-\tfrac16=0.295431$ and
$$F=1-\frac{\tfrac23\ln2-\tfrac16}{\ln2}=\frac13+\frac1{6\ln2}=0.573783\approx0.574 .$$

One flavour of graphene has a single transverse momentum, $\sum\to(W/L)\,2\int_0^\infty dx/2\pi$. There $\int_0^\infty f\,dx=1$ and $\int_0^\infty f^2dx=\tfrac23-\tfrac16[f']_0^\infty=\tfrac23$, so $G=(e^2/h)W/\pi L$ and $F=\tfrac13$. In both cases $F$ is the average of $1-T=\tanh^2x$, with weight $f$ in graphene and $xf$ at the Weyl node. The ratio of the weights and $\tanh^2x$ both increase with $x$, so their covariance is positive and $F$ must rise.

The eigenvalue density shows the same shift. With $|dT|=2T\tanh x\,dx=2T\sqrt{1-T}\,dx$ and $x=\mathrm{arcosh}\,T^{-1/2}$,
$$\rho(T)=\left(\frac WL\right)^2\frac{\mathrm{arcosh}\,T^{-1/2}}{4\pi T\sqrt{1-T}} .$$
Near $T=1$, $\sqrt{1-T}=\tanh x\simeq x$, and $\rho\to(W/L)^2/4\pi$ is finite. Graphene lacks the factor $x$, and its density $\propto1/(T\sqrt{1-T})$ diverges at $T=1$. The noiseless open channels have lost their peak because the phase space near $q=0$ shrinks as $q\,dq$.

**(c) Conductivity.** From (b),
$$\sigma=\frac{GL}{W^2}=\frac{e^2}{h}\,\frac{\ln2}{2\pi L}.$$
At $\varepsilon=0$ and $|K|L\to\infty$ the only lengths are $L$ and $W$. In $d$ dimensions the number of transmitting modes scales as $(W/L)^{d-1}$, so $\sigma=GL/W^{d-1}\propto L^{2-d}$: a constant for graphene, $1/L$ for the Weyl node. At fixed shape $G$ is independent of size, whereas an ohmic conductor would have $G\propto L$.

The statement that $\sigma$ vanishes as $1/L$ requires $W/L$ to stay large, or at least fixed, in which case $G$ is a function of $W/L$ alone and only the coefficient changes. At fixed $W$ and $L\to\infty$ the boundary condition decides. Periodic boundaries admit $q=0$ with $T=1$, so $G\to e^2/h$ and $GL/W^2$ grows with $L$. Antiperiodic boundaries have four lowest modes $(\pm\pi/W,\pm\pi/W)$ with $q=\sqrt2\pi/W$ and $T\simeq4e^{-2qL}$, so $G\simeq16\,e^{-2\sqrt2\pi L/W}e^2/h$. At $W=L$ the numerical mode sums give $1.000056$ (periodic) and $2.2130\times10^{-3}$ (antiperiodic; asymptote $2.2135\times10^{-3}$) in units of $e^2/h$, where the wide formula would give $0.110$. On a lattice, nodes come in pairs of opposite chirality; the results are per node, and with the boundary conditions used here the nodes add as long as neither the contacts nor the boundaries couple them. A real sample also has side surfaces, whose Fermi arcs can carry current along $x$. For two nodes a distance $\Delta k$ apart across the transport direction this can amount to about $W\Delta k/2\pi$ further channels, possibly more than the nodes contribute. The results for $G$, $\sigma$ and $F$ therefore describe the bulk nodes only.

**(d) Corrections.**

*Lead doping.* To order $(KL)^{-2}$, $\delta(1/T)=x^2\sinh^2x/(KL)^2$, and $\delta T=-T^2\delta(1/T)=-x^2(f-f^2)/(KL)^2$, using $\sinh^2x\,f^2=f-f^2$. The expansion fails only at $q\sim|K|$, where $T$ is exponentially small. Two integrals are needed. The series $f=4\sum_{n\ge1}(-1)^{n-1}ne^{-2nx}$ and $\int_0^\infty x^3e^{-2nx}dx=6/(2n)^4$ give an absolutely convergent sum,
$$\int_0^\infty x^3f\,dx=\tfrac32\sum_{n\ge1}\frac{(-1)^{n-1}}{n^3}=\tfrac32\cdot\tfrac34\zeta(3)=\tfrac98\zeta(3)=1.352314 .$$
Two integrations by parts, with vanishing boundary terms, give $\int_0^\infty x^3f''dx=6\ln2$, so $\int_0^\infty x^3f^2dx=\tfrac34\zeta(3)-\ln2=0.208395$. Relative to the result of (b),
$$\frac{\delta G}G=-\frac c{(KL)^2},\qquad c=1+\frac{3\zeta(3)}{8\ln2}=1.6503 .$$

*Energy.* For $|K|L\to\infty$, $1/T=\cos^2kL+\varepsilon^2\sin^2kL/k^2=1+q^2\sin^2kL/k^2$, since $\varepsilon^2=k^2+q^2$. With $\eta=\varepsilon L$ and $\kappa^2=x^2-\eta^2$ this is $1+x^2s(\kappa^2)$, where $s=\sinh^2\kappa/\kappa^2$ is an entire function of $\kappa^2$; the expansion in $\eta^2$ is therefore also valid for $x<|\eta|$. From $ds/d\kappa^2=(1/2\kappa)\,ds/d\kappa=\sinh\kappa\cosh\kappa/\kappa^3-\sinh^2\kappa/\kappa^4$,
$$x\,\delta T=\eta^2x^3f^2\,\frac{ds}{d\kappa^2}\bigg|_{\kappa=x}=\eta^2\left(f\tanh x-\frac{f\tanh^2x}{x}\right).$$
The first term integrates to $[\tfrac12\tanh^2x]_0^\infty=\tfrac12$; the second, by quadrature, to $J=0.38493$. Hence $\delta G/G=a(\varepsilon L)^2$ with $a=(\tfrac12-J)/\ln2=0.1660$. For $|K|L\to\infty$ the conductance has a local minimum at the node. At finite $KL$ the two expansions mix: $(\varepsilon K-q^2)^2/(K^2-q^2)$ in (a) contains the term $-2\varepsilon q^2/K$, which gives $\delta(1/T)=-2(\varepsilon/K)\sinh^2x$ and $\delta T=2(\varepsilon/K)(f-f^2)$. Since $\int_0^\infty x(f-f^2)\,dx=F\ln2$, this adds $2F\varepsilon/K$ to $\delta G/G$. To second order in $\varepsilon L$ and $1/KL$, therefore, $\delta G/G=a(\varepsilon L)^2+2F\varepsilon/K-c/(KL)^2$, and the minimum lies at $\varepsilon L=-F/(aKL)$. The result of (b) requires the chemical potential, $eV_b$ and $k_BT$ to be small against $\hbar v/L$. The noise formula also needs $k_BT\ll e|V_b|$.

*Width.* For momenta $2\pi(\mathbf j+\alpha(1,1))/W$, with $\alpha=0$ or $\tfrac12$, Poisson summation gives
$$\sum T=\frac{(W/L)^2}{2\pi}\sum_{\mathbf n}s_{\mathbf n}\,\Phi(|\mathbf n|W/L),\qquad\Phi(\varrho)=\int_0^\infty x\,J_0(x\varrho)f(x)\,dx ,$$
where $\mathbf n$ runs over integer pairs, $s_{\mathbf n}=e^{-2\pi i\alpha(n_1+n_2)}$ is $1$ or $(-1)^{n_1+n_2}$, and the Bessel function comes from the angular integral. The term $\mathbf n=0$ is $\ln2$. For $\varrho>0$ write $J_0=\tfrac12(H_0^{(1)}+H_0^{(2)})$. The continuation $H_0^{(1)}(-z+i0)=-H_0^{(2)}(z)$ and the evenness of $f$ turn the $H_0^{(2)}$ part into the negative half-axis of $\Phi=\int_{-\infty}^\infty u(x)f(x)\,dx$, with $u=\tfrac12xH_0^{(1)}(x\varrho)$. This function decays in the upper half-plane, where the contour is closed. Near $x_m=is_m$, $s_m=(m+\tfrac12)\pi$, $\cosh x=\pm i\sinh(x-x_m)$, so $f=-(x-x_m)^{-2}+O(1)$ and the residue is $-u'(x_m)$. On the imaginary axis $H_0^{(1)}(iy)=(2/\pi i)K_0(y)$, so $u(is)=sK_0(s\varrho)/\pi$. With $d/dx=-i\,d/ds$ and $K_0'=-K_1$, the residue is $(i/\pi)(K_0-yK_1)$ at $y=s_m\varrho$, and multiplication by $2\pi i$ gives
$$\Phi(\varrho)=2\sum_{m\ge0}\left[yK_1(y)-K_0(y)\right]_{y=(m+1/2)\pi\varrho}.$$
For large $W/L$ the four terms with $|\mathbf n|=1$, $m=0$ dominate: $\delta G/G\simeq\pm8[yK_1(y)-K_0(y)]/\ln2$ at $y=\pi W/2L$, positive for periodic boundaries and decaying as $e^{-\pi W/2L}$ up to a power. At $W/L=3$ the full sum gives $+0.294$ (periodic) and $-0.201$ (antiperiodic) relative to (b).

For $W\gg L$ the Fano factor is more sensitive to width than $G$. In $f^2=\tfrac23f-\tfrac16f''$, the radial $f''$ equals the two-dimensional Laplacian of $f$ minus $f'/x$. The Laplacian transforms to $-\varrho^2\Phi$. The transform $\Gamma$ of $f'/x$ obeys $\Gamma'=\varrho\,\Phi$ (transform $\nabla f=\mathbf x\,f'/x$), and since $\Phi$ decays exponentially, $\Gamma$ is of order $\varrho\,\Phi$, one power lower. To leading order in $W/L$ the image terms of $\sum T^2$ are thus $\varrho^2/6$ times those of $\sum T$, and $\delta F\simeq-\tfrac16(W/L)^2\,\delta G/G$.

*Anisotropy.* For velocities $v_x,v_y,v_z$ along the device axes, division of the equation by $\hbar v_x$ shows that (a) holds with $q^2=(v_y^2k_y^2+v_z^2k_z^2)/v_x^2$. Then $dk_y\,dk_z=(v_x^2/v_yv_z)\,d^2q$, so $G=(e^2/h)(\ln2/2\pi)(v_x^2/v_yv_z)W_yW_z/L^2$, and the factor cancels in $F$. The width condition becomes $W_yv_x/v_y,\;W_zv_x/v_z\gg L$.

**(e) Numbers.** Here $\hbar v=329.106$ meV nm, so $K=300/329.106=0.91156$ nm$^{-1}$. This assumes a single linear cone up to 300 meV, which a given material need not have. The numbers below also depend on the assumed profile of $V(x)$ and are not predictions for a device. If the steps are smoothed to Fermi functions $1/(1+e^{x/d})$, then for $L=100$ nm $G$ rises by 0.3%, 5% and 30% at $d=0.3$, 1 and 3 nm, far more than the corrections listed below. Coulomb interaction, left out here, lets charge spill from the leads into the slab. In a Thomas–Fermi estimate with $N$ nodes and $\alpha=e^2/4\pi\epsilon_0\epsilon_r\hbar v$, the local $\varepsilon(x)$ obeys $\varepsilon''=(2\alpha N/3\pi)\,\varepsilon^3$. With $\varepsilon=K$ at both ends, $\epsilon_r=10$ to $30$ and $N=2$ to $24$, this gives $\varepsilon L\approx2$ to $13$ at mid-slab. The condition $\varepsilon L\ll1$ then fails: $G$ per node is 5 to 130 times larger and $F$ falls to between 0.35 and 0.08. For $L=100$ nm, $KL=91.16$ and $\hbar v/L=3.29$ meV, equivalent to 38.2 K. With $e^2/h=38.7405\ \mu$S,
$$G=0.110318\times10^2\,\frac{e^2}h=11.0318\times38.7405\ \mu\mathrm S=427.38\ \mu\mathrm S,$$
a resistance of $2340\ \Omega$. The conductivity is $427.38\times10^{-6}\times10^{-7}/10^{-12}=42.74$ S/m. At $0.1$ mV, $I=42.74$ nA, $2eI=1.3695\times10^{-26}$ A$^2$/Hz and $S=0.573783\times1.3695\times10^{-26}=7.858\times10^{-27}$ A$^2$/Hz; this noise value needs a temperature well below $eV_b/k_B=1.16$ K.

The corrections relative to $G$ are $-1.65033/91.16^2=-1.986\times10^{-4}$ from the leads, $+8.3\times10^{-6}$ from the width, and $0.16601\times(0.1/3.2911)^2=1.5\times10^{-4}$ from the quadratic energy term, evaluated for a carrier at $E=eV_b$ as a measure of its size in the bias window. At the same energy the mixed term is $2F\varepsilon/K=2\times0.5738\times0.1/300=+3.8\times10^{-4}$, larger than each of the others; it is odd in $E$ and independent of $L$. The numerical mode sum at $E=0$ gives $11.0297\,e^2/h$, in agreement with $11.0318\times(1-1.986\times10^{-4}+8.3\times10^{-6})$.

For $L=200$ nm, $W=2000$ nm the formula keeps $G=427.38\ \mu$S, with $I$ and $S$ unchanged, and gives $\sigma=21.37$ S/m. The ratio of the mode-sum conductivities is $0.50007$. The excess comes from the lead correction, now $-4.965\times10^{-5}$: $0.5\times(1+1.986\times10^{-4}-0.4965\times10^{-4})=0.50007$. The mixed term is unchanged, and the quadratic energy correction is four times larger, $6.1\times10^{-4}$, because $\hbar v/L$ has halved to $1.65$ meV.

The mode sums give $F=0.57361$ and $0.57364$, below $0.57378$ by $1.7\times10^{-4}$ and $1.4\times10^{-4}$, far more than the width correction to $G$. The leading-order estimate of (d), $-(100/6)\times8.3\times10^{-6}=-1.4\times10^{-4}$, has the right sign and is about 6% too large: the width part at $W/L=10$, $KL\to\infty$ is $-1.31\times10^{-4}$, and the leads add $-3.9\times10^{-5}$ and $-1.0\times10^{-5}$. The numerical check does not test this split. The two geometries differ only in $KL$, so the difference of $3\times10^{-5}$ between them belongs to the leads. At $W/L=14$, $KL=10^4$ the sums give $F=0.573782$ and $0.573783$ for the two boundary conditions.

The numerical check solves the unrotated Weyl equation numerically and tests the transmission, $G$, $F$, the moments of $\rho(T)$ and the corrections to $G$, except the mixed term $2F\varepsilon/K$, against that solution.

## Computed values

```
ln2/(2 pi) = 0.110318; F = 0.573783; 1/(6 ln2) = 0.240449
int x sech^2 = 0.693147; int x sech^4 = 0.295431
int x^3 sech^2 = 1.352314; int x^3 sech^4 = 0.208395
W/L=14, KL=1e4, periodic: g (L/W)^2 = 0.110318, F = 0.573782
W/L=14, KL=1e4, antiperiodic: g (L/W)^2 = 0.110318, F = 0.573783
graphene flavour (solver): g L/W = 0.318310, F = 0.333333
c = 1.65033 (solver, KL=300: 1.65033)
J = 0.38493; a = 0.16601 (solver, eps L=0.02: 0.16602)
W/L=3 relative width correction: periodic 0.29390, antiperiodic -0.20061
W/L=1: g periodic = 1.000056, wide formula = 0.110318
W/L=1: g antiperiodic = 2.2130e-03, asymptote = 2.2135e-03
inputs: v = 5.0e+05 m/s, lead E_F = 300 meV, bias = 0.1 mV, periodic
e^2/h = 38.7405 uS; hbar v = 329.106 meV nm; K = 0.91156 1/nm
e*bias/k_B = 1.160 K
--- L = 100 nm, W = 1000 nm
hbar v/L = 3.2911 meV = 38.19 K; KL = 91.16
formula: g = 11.0318, G = 427.38 uS, R = 2339.9 ohm
formula: sigma = 42.738 S/m
mode sum: g = 11.0297, F = 0.57361, sigma = 42.729 S/m
relative corrections: lead -1.986e-04, width 8.311e-06
relative energy correction at E = e*bias: 1.533e-04
I = 42.738 nA; 2eI = 1.3695e-26 A^2/Hz; S = 7.8577e-27 A^2/Hz
--- L = 200 nm, W = 2000 nm
hbar v/L = 1.6455 meV = 19.10 K; KL = 182.31
formula: g = 11.0318, G = 427.38 uS, R = 2339.9 ohm
formula: sigma = 21.369 S/m
mode sum: g = 11.0313, F = 0.57364, sigma = 21.368 S/m
relative corrections: lead -4.965e-05, width 8.311e-06
relative energy correction at E = e*bias: 6.131e-04
I = 42.738 nA; 2eI = 1.3695e-26 A^2/Hz; S = 7.8577e-27 A^2/Hz
sigma(200 nm)/sigma(100 nm) from mode sums = 0.50007
```
